Acoustic Deformation-Potential Scattering and Nondegenerate Mobility in a Bulk Semiconductor

## Part 1. The scattering rate

### 1.1 Definitions and conventions

An electron moves in one bulk conduction band with energy

E = ħ²k²/(2m),

measured from the band edge. The effective mass m is the same in all directions. The electron speed at energy E is v_E = ħk/m = √(2E/m). The crystal has volume V, mass density ρ and temperature T, and k_B is Boltzmann's constant. Wave vectors are written in bold when their direction matters, so k = |**k**|.

The phonons are longitudinal sound waves with wave vector **q** and frequency

ω = vq,

where v is the longitudinal sound speed. Their mean thermal number is

N = 1/[exp(ħω/k_BT) − 1].

A sound wave displaces the material by **u**(**r**). The divergence ∇·**u** is the local fractional change of volume. It shifts the band edge, and this shift is the interaction energy:

H′ = Ξ ∇·**u**.

The deformation potential Ξ is an energy, taken as a constant. Transverse waves have ∇·**u** = 0 and do not scatter in this model. The cell-periodic parts of the initial and final electron states are taken to be equal, so their overlap is one. Screening of H′ by other electrons is left out here and sized in Part 2.

The density of states g(E) is counted per unit volume, per unit energy and for **one spin**, because H′ does not flip the spin. A shell of k-space between k and k + dk contains 4πk²dk/(2π)³ states per volume, and dE = ħ²k dk/m. Therefore

g(E) = [k²/(2π²)]·[m/(ħ²k)] = mk/(2π²ħ²) = m^(3/2)√(2E)/(2π²ħ³).

All formulas are in SI form. Two ratios control the approximations, which need both s and the product sη to be small:

s = v/v_E = mv/(ħk),

η = E/(k_BT).

The first compares the speeds of sound and electron, and the second measures the electron energy against the thermal energy.

### 1.2 The amplitude of one phonon

The displacement is expanded in plane waves with lowering and raising operators a and a†:

**u**(**r**) = Σ_q A_q (**q**/q)[a_q exp(i**q**·**r**) + a_q† exp(−i**q**·**r**)].

The unit vector **q**/q states that the wave is longitudinal. The amplitude A_q follows from the energy of an oscillator. Each a_q varies in time as exp(−iωt), so the velocity of the material is

∂**u**/∂t = Σ_q A_q (**q**/q)(−iω)[a_q exp(i**q**·**r**) − a_q† exp(−i**q**·**r**)].

The kinetic energy is ½ρ∫|∂**u**/∂t|²d³r. In a state with definite phonon numbers, only products with one a and one a† of the same mode have a nonzero mean. They are ⟨a†a⟩ = N and ⟨aa†⟩ = N + 1, where N for the moment means the number in that state. The integral over the crystal supplies a factor V, and each mode contributes

½ρV A_q²ω²(2N + 1) = ρV A_q²ω²(N + ½).

The mean kinetic energy of a harmonic oscillator is half its total energy, here ½ħω(N + ½). Equating the two expressions gives

A_q² = ħ/(2ρVω).

The divergence brings down a factor i**q** from the first exponential and −i**q** from the second. Since **q**·**q**/q = q,

∇·**u** = Σ_q i q A_q [a_q exp(i**q**·**r**) − a_q† exp(−i**q**·**r**)].

The first term absorbs a phonon and takes the electron from **k** to **k** + **q**. The second emits one and takes it to **k** − **q**. The squared oscillator elements are N for absorption and N + 1 for emission. A thermal average replaces the number in the state by the mean number N defined above. With ω = vq, the squared matrix elements are

|M_abs|² = Ξ²q²A_q²N = Ξ²ħqN/(2ρvV),

|M_em|² = Ξ²q²A_q²(N + 1) = Ξ²ħq(N + 1)/(2ρvV).  (1)

### 1.3 Which phonons can take part

Let c be the cosine of the angle between **k** and **q**. For absorption, conservation of energy requires

ħ²(k² + 2kqc + q²)/(2m) = ħ²k²/(2m) + ħvq.

Subtract the initial energy, multiply by 2m/ħ² and divide by q:

2kc + q = 2mv/ħ.

Division by 2k, with mv/(ħk) = s, gives

c_abs = −q/(2k) + s.

For emission the cross term and the phonon energy both change sign:

−2kc + q = −2mv/ħ,

c_em = q/(2k) + s.

A cosine lies between −1 and 1. When s < 1, this allows

0 < q ≤ 2k(1 + s) for absorption,

0 < q ≤ 2k(1 − s) for emission.  (2)

To leading order in s, the largest wave vector is 2k, which reverses the electron's motion. The corresponding phonon energy is

ħv(2k) = 2mv v_E = 4s(½mv_E²) = 4sE.

Thus a small s makes every collision nearly elastic: the electron can turn through any angle, but its energy changes by a small fraction. Electrons slower than sound have s > 1 and cannot emit phonons. They lie outside the quasi-elastic picture, however high the temperature. At high temperature they form a small part of the thermal population.

### 1.4 The rate before approximation of the phonon number

Fermi's golden rule gives the absorption rate as

W_abs = (2π/ħ) Σ_q |M_abs|² δ(E_final − E − ħvq).

The sum over **q** becomes V/(2π)³ times an integral. The azimuth around **k** contributes 2π, leaving integrals over q and c. The argument of the delta function is linear in c, with slope ħ²kq/m. Hence

δ(E_final − E − ħvq) = [m/(ħ²kq)] δ(c − c_abs).

Inserting equation (1), the volume cancels:

W_abs = (2π/ħ)·[1/(4π²)]·∫q²dq [Ξ²ħqN/(2ρv)]·[m/(ħ²kq)].

One factor q from the matrix element cancels the q in the delta-function factor. Collecting constants gives

W_abs = B ∫₀^{2k(1+s)} q²N dq,

W_em = B ∫₀^{2k(1−s)} q²(N + 1) dq,

B = Ξ²m/(4πρvħ²k).  (3)

The emission result follows in the same way, with its own occupation and upper limit. Equation (3) is the golden-rule rate of this model for s < 1, with phonon energies and quantum occupations retained. It still treats each collision as separate and assumes an empty final electron state.

### 1.5 Quasi-elasticity and equipartition

Suppose now that the relevant phonon energies are small compared with k_BT. Expansion of the exponential in N gives

N ≈ N + 1 ≈ k_BT/(ħvq).

This is equipartition: a mode has thermal energy k_BT, so it contains k_BT/(ħω) quanta. The difference of one quantum between absorption and emission is then negligible. Equation (1) becomes, for each process,

|M|² = Ξ²k_BT/(2ρv²V).  (4)

The q in the strain coupling has cancelled the 1/q in the phonon number. The matrix element therefore does not depend on the scattering angle. Setting s = 0 in the integration limits gives

W_abs = B[k_BT/(ħv)]∫₀^{2k}q dq = B[k_BT/(ħv)]·2k².

Substitution of B yields

W_abs = W_em = Ξ²mk k_BT/(2πħ³ρv²).

The total rate W = W_abs + W_em is twice this value. Using the density of states and then k = √(2mE)/ħ gives two equivalent forms:

**W(E) = 2πΞ²k_BT g(E)/(ħρv²)**

**= m^(3/2)Ξ²k_BT√(2E)/(πħ⁴ρv²).**  (5)

This W already includes absorption and emission. An implementation should not double it again. If g is supplied by a routine that counts both spins, that g must be halved before it enters equation (5).

The formula has a direct physical reading. The product ρv² is the elastic stiffness for longitudinal strain. A stiff crystal has smaller thermal volume changes, so it scatters less. The electron moves fast enough to meet these changes as an almost static, random potential. The remaining energy dependence comes from the number of final states, which grows as √E.

The golden rule also requires successive collisions to be well separated. A useful condition is ħW ≪ k_BT, so that the energy uncertainty from the finite lifetime is small on the thermal scale.

### 1.6 The first correction

The sizes of the two approximations can be found from equation (3). Put y = q/(2k) and

u = 2ħvk/(k_BT) = 4sη.

Then ħω/(k_BT) = uy. For small u the phonon numbers are

N = 1/(uy) − ½ + uy/12 + …,

N + 1 = 1/(uy) + ½ + uy/12 + ….

The equipartition result is W = B(2k)³/u. Dividing the sum of the two rates in equation (3) by this W gives

R = u{∫₀^{1+s}y²N dy + ∫₀^{1−s}y²(N + 1)dy}.

The three terms in the expansions give, in order,

R = ½[(1 + s)² + (1 − s)²]
− (u/6)[(1 + s)³ − (1 − s)³]
+ (u²/48)[(1 + s)⁴ + (1 − s)⁴] + ….

The first line equals 1 + s². The bracket in the second is 6s + 2s³, so that line begins with −us. The bracket in the third begins with 2, which gives u²/24. To second order,

R = 1 + s² − us + u²/24

= 1 + s²(1 − 4η + 2η²/3).  (6)

There is no term linear in s. Absorption gains range where emission loses it, and the halves in the two phonon numbers have opposite signs. At E = k_BT the relative correction is −7s²/3. The expansion assumes that both s and u are small. It fails for very slow electrons, where s is large, and for energetic electrons in a cold crystal, where u is large.

### 1.7 Loss of momentum

A collision through angle θ removes the fraction 1 − cosθ of the forward momentum if the speed is unchanged. Equation (4) and the elastic delta function make every direction of the final wave vector equally likely. The average of cosθ over a sphere is zero, so

average of (1 − cosθ) = ½∫₋₁¹(1 − x)dx = 1.

The momentum relaxation rate is therefore the same as the total rate:

τ(E) = 1/W(E).  (7)

This does not mean that each collision removes all forward momentum. Some collisions deflect the electron slightly and some reverse it; the average remaining forward momentum is zero.

With phonon energies retained, the forward fraction lost is −qc_abs/k for absorption and +qc_em/k for emission. In terms of y these fractions are

2y² − 2sy for absorption,

2y² + 2sy for emission.

They enter the two integrands of R as factors. Let R_m be the resulting momentum-loss rate divided by W. The leading part of each phonon number contributes

½[(1 + s)⁴ + (1 − s)⁴] − (2s/3)[(1 + s)³ − (1 − s)³]

= 1 + 6s² − 4s² + … = 1 + 2s² + ….

The terms −½ and +½ contribute

−(u/5)[(1 + s)⁵ − (1 − s)⁵] + (us/4)[(1 + s)⁴ + (1 − s)⁴]

= −2us + us/2 + … = −3us/2 + ….

The terms uy/12 contribute 2·(u²/12)·(2/6) = u²/18 at this order. Thus

R_m = 1 + 2s² − 3us/2 + u²/18

= 1 + s²(2 − 6η + 8η²/9).  (8)

At E = k_BT the bracket is −28/9, or about −3.1. Momentum loss is then slightly slower than equation (7) gives, again with no first-order error. Equation (8) describes the momentum lost by an electron of given energy. It is not by itself a corrected mobility, because inelastic collisions also carry electrons between energies. That coupling is treated in Part 2.

## Part 2. The mobility

### 2.1 Symbols and results carried forward

The band has mass m and energy E = ħ²k²/(2m). The material has deformation potential Ξ, density ρ, longitudinal sound speed v and temperature T. The electron speed is v_E, and s = v/v_E. For small s and phonon energies well below k_BT, the total rate and the momentum relaxation time are

W(E) = m^(3/2)Ξ²k_BT√(2E)/(πħ⁴ρv²),

τ(E) = 1/W(E).

The final direction is random, and W includes absorption and emission. In this part e is the positive elementary charge and F is a weak electric field along z. Mobility μ is the magnitude of the drift velocity divided by F.

### 2.2 From relaxation time to mobility

The electrons are nondegenerate: the mean occupation of each state is much less than one. Without a field, their distribution is f₀ = C exp[−E/(k_BT)], where C fixes the density. With the field, write f = f₀ + f₁ and keep terms linear in F.

The force on an electron is −eF. Since ∂E/∂k_z = ħv_z,

∂f₀/∂k_z = −ħv_z f₀/(k_BT).

The drift term of the steady Boltzmann equation is therefore

(−eF/ħ)∂f₀/∂k_z = eFv_z f₀/(k_BT).

It equals the rate of change caused by collisions. Scattering out gives −Wf₁. Scattering in is an average of f₁ over directions at the same energy. This average is zero, because f₁ is proportional to v_z. Hence

eFv_z f₀/(k_BT) = −f₁/τ,

f₁ = −eFτv_z f₀/(k_BT).

Let ⟨…⟩ denote an average over the equilibrium distribution f₀. The drift velocity is −eF⟨τv_z²⟩/(k_BT). In an isotropic band v_z² averages over directions to v_E²/3 = 2E/(3m). Thus

μ = 2e⟨Eτ⟩/(3mk_BT).

The mean energy is ⟨E⟩ = 3k_BT/2, so the same result can be written

μ = (e/m)⟨Eτ⟩/⟨E⟩.  (9)

Energetic electrons have extra weight because they carry more velocity along the field.

### 2.3 The thermal average

Let τ_T be the relaxation time at E = k_BT:

τ_T = πħ⁴ρv²/[√2 m^(3/2)Ξ²(k_BT)^(3/2)].

With η = E/(k_BT), the relaxation time is τ = τ_Tη^(−1/2). The equilibrium average carries the weight η^(1/2)exp(−η), from the density of states and f₀. The normalization cancels in equation (9):

⟨Eτ⟩/⟨E⟩ = τ_T ∫₀^∞ η exp(−η)dη / ∫₀^∞ η^(3/2)exp(−η)dη.

The numerator is 1. The denominator is Γ(5/2) = (3/2)(1/2)√π = 3√π/4. Therefore

⟨Eτ⟩/⟨E⟩ = 4τ_T/(3√π) ≈ 0.752τ_T.

Multiplication by e/m gives the numerical factor 4π/(3√π√2) = 2√(2π)/3, and hence

**μ = 2√(2π) eħ⁴ρv² / [3m^(5/2)Ξ²(k_BT)^(3/2)].**  (10)

At fixed Ξ and ρv²,

**μ ∝ m^(−5/2)T^(−3/2).**

### 2.4 Where the powers come from

The mass enters the density of final states as m^(3/2). A further factor m comes from inertia, through e/m. For temperature, the phonon population contributes one power to the scattering rate. The thermal energy contributes another half power, because faster electrons have more final states.

The mean free path makes the same point:

ℓ = v_Eτ = √(2E/m)·πħ⁴ρv²/[m^(3/2)Ξ²k_BT√(2E)]

= πħ⁴ρv²/(m²Ξ²k_BT).

It is independent of energy. A faster electron collides more often in time, but not more often per distance.

If the electron temperature T_e differs from the lattice temperature T_L, while the electrons remain Maxwellian, the two roles separate. The rate contains T_L, and the average contains T_e. Equation (10) then contains T_L T_e^(1/2) in place of T^(3/2). This substitution does not determine T_e; an energy balance is needed for that.

The mass law assumes one mass for both roles. For an ellipsoidal band with principal masses m₁, m₂ and m₃, the density of states uses m_d = (m₁m₂m₃)^(1/3). If Ξ and the stiffness remain isotropic, scattering still fills the final states without directional preference. On an energy surface the average of ½m_iv_i² is E/3, so the mobility along axis i obeys

μ_i ∝ 1/(m_d^(3/2)m_i).  (11)

### 2.5 Mobility with inelastic collisions

The mobility can also be calculated without the quasi-elastic and equipartition approximations. Write f = f₀(1 + φ), and let S be the transition rate from **k** to **k**′. In equilibrium, forward and reverse transitions balance. For a force G along z, the linear Boltzmann equation becomes

Σ_k′ S[φ(**k**) − φ(**k**′)] = Gv_z/(k_BT).

Expand φ = Σ_j a_jφ_j, with φ_j = (k_z/k)(k/k_T)^j, j = 0, 1, 2, 3, and k_T = √(2mk_BT)/ħ. Multiplying by φ_i and averaging over f₀ gives Σ_jC_ija_j = Gb_i, where

C_ij = ½⟨Σ_k′ S(φ_i − φ_i′)(φ_j − φ_j′)⟩,

b_i = ⟨φ_iv_z⟩/(k_BT).

A prime on φ means its value at **k**′. The factor ½ appears because each pair of states is counted in both directions. The drift velocity is k_BTΣ_ia_ib_i. With G = eF in magnitude,

μ = e k_BT Σ_ij b_i(C⁻¹)_ij b_j.

The matrix was evaluated by Gaussian quadrature over k and q, using the full phonon energy and N. The numbers called inelastic below come from this four-function approximation.

### 2.6 A worked example

The following rough parameters lie in the regime of lightly doped gallium nitride:

- m = 0.20 electron masses and Ξ = 8 eV
- ρ = 6.1 g/cm³ and v = 8 km/s
- T = 300 K and electron density n = 10¹⁶ cm⁻³

The stiffness is ρv² = 390 GPa, and k_BT = 25.85 meV. At E = k_BT the electron speed is 213.2 km/s, so

s = 8/213.2 = 0.0375.

A reversing collision involves a phonon energy of about 4 × 0.0375 × 25.85 meV = 3.9 meV. This is small compared with k_BT.

For the rate it is convenient to use the effective density of states

N_c = 2[mk_BT/(2πħ²)]^(3/2) = 2.244 × 10¹⁸ cm⁻³.

Comparison with g shows that g(k_BT) = N_c/(√π k_BT). Equation (5) at this energy becomes

ħW = 2√π Ξ²N_c/(ρv²).

In electronvolts and metres, 390.4 GPa is 2.437 × 10³⁰ eV/m³. Hence

ħW = 3.545 × 64 × 2.244 × 10²⁴ / (2.437 × 10³⁰) eV

= 2.09 × 10⁻⁴ eV.

Division by ħ gives W = 0.3175 ps⁻¹ and τ_T = 3.15 ps. The energy ħW is below one percent of k_BT, as the golden rule requires. The mean free path is 213.2 km/s × 3.15 ps = 672 nm.

A direct golden-rule integral over q and c, with energy conservation broadened by a Gaussian of width 0.02k_BT, gives 0.3164 ps⁻¹ for the total rate. It gives 0.3161 ps⁻¹ for momentum loss. Both lie within half a percent of equation (5), on the low side, as equations (6) and (8) predict.

The ratio e/m follows from the speed, since ½mv_E² = k_BT here:

e/m = (2.132 × 10⁵ m/s)²/(2 × 0.02585 V) = 8.79 × 10¹¹ C/kg.

The acoustic mobility is then

μ = 0.7523 × 8.79 × 10¹¹ × 3.15 × 10⁻¹² m²/Vs

= 2.08 m²/Vs = 2.08 × 10⁴ cm²/Vs.

The inelastic calculation gives 2.09 × 10⁴ cm²/Vs. Doubling m at fixed T, Ξ and ρv² gives an effective mass exponent of −2.495. Doubling T with the other parameters fixed gives a temperature exponent of −1.503.

Equation (10) gives these mobilities at other temperatures:

- 20 K: 1.21 × 10⁶ cm²/Vs; inelastic value 5.6% higher with four functions, and 5.7% higher when the same equation is solved to convergence on a fine energy grid
- 100 K: 1.08 × 10⁵ cm²/Vs; inelastic value 1.1% higher
- 450 K: 1.13 × 10⁴ cm²/Vs; inelastic value 0.2% higher

These values leave out screening and Fermi statistics. If all 10¹⁶ cm⁻³ electrons stayed free, static screening would roughly double the acoustic mobility at 20 K and raise it by 4 to 5% at 100 K. At 20 K the factor is about 2.3 with Debye screening and about 1.8 when the weaker screening at large q is included. Fermi statistics alone would lower it by about 4% at 20 K. The 20 K value therefore applies only when few electrons are free. The screening estimate at 20 K must retain the phonon energies: with purely elastic collisions, the screened relaxation time grows so fast at low energy that its thermal average diverges logarithmically. The divergence is present at every temperature, but at 300 K its weight is far too small to affect the elastic estimate in section 2.8.

The inelastic corrections grow roughly as 1/T. This is consistent with a second-order effect, since s² at E = k_BT is mv²/(2k_BT).

### 2.7 What limits the total mobility

Gallium nitride is polar, and its optical phonons scatter strongly. The standard Fröhlich interaction, taken here as given, has coupling constant

α = [e²/(4πε₀ħ)](1/ε_∞ − 1/ε_s)√[m/(2ħω₀)].

For rough values ε_s = 8.9, ε_∞ = 5.3 and ħω₀ = 92 meV, α = 0.415. The optical phonon number is N₀ = 0.0293. A very slow electron absorbs optical phonons at the rate 2αω₀N₀. Used for all electrons, this rate gives e/(2αω₀N₀m) ≈ 2600 cm²/Vs. It is an estimate only: it omits the energy dependence and the emission by fast electrons.

Strain also creates an electric potential. For piezoelectric constant p and permittivity ε, the coupling Ξ is replaced by ep/(εq). With K² = p²/(ερv²), the factor Ξ²k_BT/(ρv²) becomes K²e²k_BT/(εq²). An isotropic, unscreened K² = 0.02 for all branches together gives 7300 cm²/Vs. This K² is only a rough value: the piezoelectric constants are uncertain enough to change it by a factor of two or more, and the mobility varies as 1/K².

For 10¹⁶ cm⁻³ ionized donors, a screened Coulomb potential with a Debye length of 36 nm gives 4.5 × 10⁴ cm²/Vs. This value is rough: the golden rule needs e²/(4πεħv_E) to be small, and here it is about 1.15 at E = k_BT. The piezoelectric and impurity values use the elastic golden rule, weighted by 1 − cosθ, and equation (9), with numerical integration.

Adding the reciprocals of the four mobilities gives about 1700 cm²/Vs. This sum is rough, because the mechanisms depend differently on energy. Solving the linear Boltzmann equation with the same inputs gives about 2800 cm²/Vs for polar optical scattering alone and about 1500 cm²/Vs for all four mechanisms together, so the reciprocal sum is too high. Acoustic deformation scattering supplies about 8% of the combined resistance.

Good lightly doped gallium nitride has a measured room-temperature mobility of order 1000 cm²/Vs, as a rough figure. The acoustic value is therefore far above the real total. The assumption that fails is that this mechanism acts alone; in these estimates, the other three lower the mobility by a factor of twelve to fourteen. The T^(−3/2) law should not be fitted to the total mobility as if it were the acoustic part.

### 2.8 Smaller corrections and limits of use

Four further simplifications were sized. Removing each one separately changes the acoustic mobility at 300 K as follows:

- Static screening of Ξ by the electrons raises it by 0.6% in the Debye form, and by about 0.4% when the weaker screening at large q is included.
- Fermi statistics lower it by less than 0.1%, since n/N_c is about 0.004.
- Nonparabolicity lowers it by about 5%. This uses E(1 + aE) = ħ²k²/(2m), with a = (1 − m/m₀)²/E_g, free-electron mass m₀ and gap E_g = 3.4 eV. The cell-function overlap is still set to one; including it in the Kane form reduces the loss to about 2%.
- Masses of 0.20 along the crystal axis and 0.22 across it, in electron masses, lower it by 9% and 17% respectively. Equation (11) gives the ratios 0.20/0.22 and (0.20/0.22)² to the isotropic model.

The uncertainty in Ξ can matter more, because μ varies as Ξ⁻².

The drift velocity μF would equal the sound speed at

F = v/μ = 8000/2.08 V/m ≈ 38 V/cm.

With acoustic phonons alone, this sets the scale for electron heating. The field supplies power eμF² per electron. At equal electron and lattice temperatures, emission and absorption balance on average, and collisions remove no net energy. Once T_e exceeds T_L by a fraction of order one, emission exceeds absorption by a fraction of order ħω/(k_BT), with ħω of order mv v_E. The net loss per collision is then of order (ħω)²/(k_BT), which is of order mv², so collisions remove energy at a rate of order mv²W. Since μ is of order e/(mW), the two are comparable when μF is of order v. For Maxwellian electrons the mean net loss per collision is close to 4(T_e/T_L − 1)mv², and the balance at 38 V/cm gives T_e ≈ 1.24 T_L. Optical phonons provide another energy sink and lower the mobility, so 38 V/cm is not a limit for a real device.

In a particle simulation, equation (5) is used with the energy unchanged and a random final direction. Such collisions remove no energy. A simulation in a steady field therefore needs an inelastic process as well, or the electrons continue to heat.

Equation (10) is for bulk motion. In a transistor whose electrons are confined to a thin layer at an interface, the density of states and the sum over phonons change, and the bulk powers cannot be carried over.
